# Moment Checks for Squared Clebsch-Gordan Coefficients: a numerical check

```python
"""Moments of J(J+1) over squared Clebsch-Gordan coefficients (hbar = 1).

For p_J = |<j1 m1 j2 m2|J M>|^2, M = m1 + m2, a = j(j+1), the claims are
  sum p_J            = 1
  sum J(J+1) p_J     = A = a1 + a2 + 2 m1 m2
  sum [J(J+1)]^2 p_J = A^2 + V,  V = 2[(a1 - m1^2)(a2 - m2^2) - m1 m2].
Exact coefficients come from the explicit 3j sum in sympy; an independent
set comes from diagonalizing J^2 built from Cartesian spin matrices.
"""
import numpy as np
from sympy import Rational, expand
from sympy.physics.wigner import clebsch_gordan

HALF = Rational(1, 2)


def casimir(j):
    return j * (j + 1)


def projections(j):
    return [j - k for k in range(int(2 * j) + 1)]


def allowed_J(j1, j2, M):
    lowest = max(abs(j1 - j2), abs(M))
    return [lowest + k for k in range(int(j1 + j2 - lowest) + 1)]


def squares(j1, j2, m1, m2):
    """Exact squared coefficients, keyed by J."""
    M = m1 + m2
    table = {}
    for J in allowed_J(j1, j2, M):
        value = expand(clebsch_gordan(j1, j2, J, m1, m2, M) ** 2)
        assert value.is_Rational
        table[J] = value
    return table


def moment(table, power):
    return sum(casimir(J) ** power * p for J, p in table.items())


def mean_formula(j1, j2, m1, m2):
    return casimir(j1) + casimir(j2) + 2 * m1 * m2


def variance_formula(j1, j2, m1, m2):
    return 2 * ((casimir(j1) - m1**2) * (casimir(j2) - m2**2) - m1 * m2)


def rebuild(J_values, S1, S2):
    """Three squares from the three moments (the zeroth is 1)."""
    result = {}
    for J in J_values:
        x = casimir(J)
        y, z = [casimir(K) for K in J_values if K != J]
        result[J] = (S2 - (y + z) * S1 + y * z) / ((x - y) * (x - z))
    return result


def spin_matrices(j):
    m = np.array([float(v) for v in projections(j)])
    raising = np.zeros((len(m), len(m)), dtype=complex)
    for k in range(len(m) - 1):
        raising[k, k + 1] = np.sqrt(float(casimir(j)) - m[k + 1] * (m[k + 1] + 1))
    lowering = raising.conj().T
    return (raising + lowering) / 2, (raising - lowering) / 2j, np.diag(m)


def total_J_squared(j1, j2):
    one1, one2 = np.eye(int(2 * j1) + 1), np.eye(int(2 * j2) + 1)
    total = 0
    for c1, c2 in zip(spin_matrices(j1), spin_matrices(j2)):
        component = np.kron(c1, one2) + np.kron(one1, c2)
        total = total + component @ component
    return total


# Tests over all pairs of angular momenta up to 5/2
spins = [k * HALF for k in range(6)]
states_tested = 0
rebuilt_tables = 0
largest_difference = 0.0
for j1 in spins:
    for j2 in spins:
        a1, a2 = casimir(j1), casimir(j2)
        matrix = total_J_squared(j1, j2)
        eigenvalues, vectors = np.linalg.eigh(matrix)
        size2 = int(2 * j2) + 1
        dimension = (int(2 * j1) + 1) * size2
        summed = {J: 0 for J in allowed_J(j1, j2, 0 * j1 + abs(j1 - j2))}
        for i1, m1 in enumerate(projections(j1)):
            for i2, m2 in enumerate(projections(j2)):
                table = squares(j1, j2, m1, m2)
                A = mean_formula(j1, j2, m1, m2)
                V = variance_formula(j1, j2, m1, m2)
                assert moment(table, 0) == 1
                assert moment(table, 1) == A
                assert moment(table, 2) == A**2 + V
                trivial = j1 == 0 or j2 == 0 or abs(m1 + m2) == j1 + j2
                assert (V == 0) == trivial

                # coefficients from eigenvectors of J^2
                index = i1 * size2 + i2
                for J, p in table.items():
                    chosen = np.abs(eigenvalues - float(casimir(J))) < 1e-8
                    weight = np.sum(np.abs(vectors[index, chosen]) ** 2)
                    difference = abs(weight - float(p))
                    largest_difference = max(largest_difference, difference)
                    assert difference < 1e-10
                    summed[J] += p

                # column of J^2: diagonal part and two ladder parts only
                column = matrix[:, index].copy()
                assert abs(column[index] - float(A)) < 1e-10
                column[index] = 0
                up = (a1 - m1 * (m1 + 1)) * (a2 - m2 * (m2 - 1))
                down = (a1 - m1 * (m1 - 1)) * (a2 - m2 * (m2 + 1))
                for k1, k2, square in ((i1 - 1, i2 + 1, up),
                                       (i1 + 1, i2 - 1, down)):
                    inside = 0 <= k1 <= int(2 * j1) and 0 <= k2 < size2
                    if inside:
                        target = k1 * size2 + k2
                        assert abs(abs(column[target]) ** 2 - float(square)) < 1e-9
                        column[target] = 0
                    else:
                        assert square == 0
                assert np.max(np.abs(column)) < 1e-10

                if len(table) == 3:
                    assert rebuild(list(table), A, A**2 + V) == table
                    rebuilt_tables += 1
                states_tested += 1

        # averages over all product states are the statistical weights
        average = {J: total / dimension for J, total in summed.items()}
        for J, value in average.items():
            assert value == (2 * J + 1) / Rational(dimension)
        assert moment(average, 1) == a1 + a2
        assert moment(average, 2) == (a1 + a2) ** 2 + Rational(4, 3) * a1 * a2

assert rebuilt_tables > 0
print("All numbers are dimensionless (hbar = 1)")
print("Product states tested, j1 and j2 up to 5/2:", states_tested)
print("Three-entry tables rebuilt from moments:", rebuilt_tables)
print(f"Largest difference, 3j sum vs eigenvectors: {largest_difference:.1e}")

# Worked example with three allowed J
j1, j2, m1, m2 = Rational(2), Rational(1), Rational(1), Rational(0)
table = squares(j1, j2, m1, m2)
A = mean_formula(j1, j2, m1, m2)
V = variance_formula(j1, j2, m1, m2)
print(f"Example 1: j1={j1}, j2={j2}, m1={m1}, m2={m2}")
print("a1, a2 =", casimir(j1), casimir(j2))
for J, p in table.items():
    print(f"  J={J}: J(J+1)={casimir(J)}, square={p} = {float(p):.6f}")
print("Moments 0, 1, 2 from squares:", *[moment(table, k) for k in range(3)])
print("Formula: A, V, A^2+V =", A, V, A**2 + V)
restored = rebuild(list(table), A, A**2 + V)
print("Squares rebuilt from moments, J=1,2,3:", *restored.values())

swapped = dict(table)
first, second = list(table)[:2]
swapped[first], swapped[second] = table[second], table[first]
assert moment(swapped, 0) == 1 and moment(swapped, 1) != A
print("Swapped J=1,2 entries:", *swapped.values())
print("  moments 0, 1, 2:", *[moment(swapped, k) for k in range(3)])
print(f"  first moment as decimal: {float(moment(swapped, 1)):.6f}")

count = (2 * j1 + 1) * (2 * j2 + 1)
weights = {J: (2 * J + 1) / count for J in table}
assert moment(weights, 0) == 1 and moment(weights, 1) == A
assert moment(weights, 2) != A**2 + V
print("Statistical weights, J=1,2,3:", *weights.values())
print("  moments 0, 1, 2:", *[moment(weights, k) for k in range(3)])

# Four allowed J: an error that none of the three moments can see
j1, j2, m1, m2 = 3 * HALF, 3 * HALF, HALF, -HALF
table = squares(j1, j2, m1, m2)
A = mean_formula(j1, j2, m1, m2)
V = variance_formula(j1, j2, m1, m2)
direction = {}
for J in table:
    product = Rational(1)
    for K in table:
        if K != J:
            product *= casimir(J) - casimir(K)
    direction[J] = 1 / product
scale = Rational(36, 5)
altered = {J: table[J] + scale * direction[J] for J in table}
assert altered != table and min(altered.values()) >= 0
assert [moment(altered, k) for k in range(3)] == [1, A, A**2 + V]
print(f"Example 2: j1={j1}, j2={j2}, m1={m1}, m2={m2}")
print("J values:", *table)
print("J(J+1) values:", *[casimir(J) for J in table])
print("True squares:", *table.values())
print("Altered squares:", *altered.values())
print("Altered minus true:", *[altered[J] - table[J] for J in table])
print("Formula: A, V, A^2+V =", A, V, A**2 + V)
print("True moments 0, 1, 2, 3:", *[moment(table, k) for k in range(4)])
print("Altered moments 0, 1, 2, 3:", *[moment(altered, k) for k in range(4)])
assert moment(altered, 3) != moment(table, 3)

print("all good")
```

Output:

```
All numbers are dimensionless (hbar = 1)
Product states tested, j1 and j2 up to 5/2: 441
Three-entry tables rebuilt from moments: 111
Largest difference, 3j sum vs eigenvectors: 1.4e-15
Example 1: j1=2, j2=1, m1=1, m2=0
a1, a2 = 6 2
  J=1: J(J+1)=2, square=3/10 = 0.300000
  J=2: J(J+1)=6, square=1/6 = 0.166667
  J=3: J(J+1)=12, square=8/15 = 0.533333
Moments 0, 1, 2 from squares: 1 8 84
Formula: A, V, A^2+V = 8 20 84
Squares rebuilt from moments, J=1,2,3: 3/10 1/6 8/15
Swapped J=1,2 entries: 1/6 3/10 8/15
  moments 0, 1, 2: 1 128/15 1324/15
  first moment as decimal: 8.533333
Statistical weights, J=1,2,3: 1/5 1/3 7/15
  moments 0, 1, 2: 1 8 80
Example 2: j1=3/2, j2=3/2, m1=1/2, m2=-1/2
J values: 0 1 2 3
J(J+1) values: 0 2 6 12
True squares: 1/4 1/20 1/4 9/20
Altered squares: 1/5 7/50 1/5 23/50
Altered minus true: -1/20 9/100 -1/20 1/100
Formula: A, V, A^2+V = 7 25 74
True moments 0, 1, 2, 3: 1 7 74 832
Altered moments 0, 1, 2, 3: 1 7 74 4196/5
all good
```
